**Translated functionals on the real and complex components of carbon 3P and 1D**

The program builds the $2p^2$ components from common $^3P$ Hartree–Fock orbitals and evaluates tLSDA and tPBE, which use the density $\rho$ and the on-top pair density $\Pi$ through $R=4\Pi/\rho^2$ and $\zeta=\sqrt{\max(0,1-R)}$. In a ten-spin-orbital Fock space it asserts that the states have the right $L^2$, that their Hamiltonian energies are degenerate within each term, and that $\rho$ and $\Pi$ agree with the derived formulas at sample points. It asserts the gap $6F^2/25$ and the Hartree anisotropy $9a^2F^2/50$, with the Slater integral $F^2$ from radial quadrature and $a$ the quadrupole coefficient of the valence density. Further assertions cover rotated components, the high-spin LSDA and closed-shell PBE limits, and the basis independence of term-averaged variables. The output shows tPBE splittings in the complex basis of 0.035 eV for $^3P$ and 0.464 eV for $^1D$, against 0.007 eV for $^1D$ in the real basis. The tPBE gap between the terms ranges from 0.948 to 1.447 eV with complex components and is 1.291 eV with averaged variables. The gap of the underlying wavefunctions is 1.590 eV.

## Check in Python

```python
"""Artificial splitting of the carbon 2p^2 terms by translated functionals.

Claim: components of 3P (or 1D) built from common orbitals have one and the
same Hamiltonian expectation value, but a translated functional
    E = Tr hD + J[rho] + Exc[rho(1+zeta)/2, rho(1-zeta)/2],
    zeta = sqrt(max(0, 1-R)),  R = 4 Pi/rho^2,
gives them different energies, depending on real or complex components.
rho: density; Pi: on-top pair density <psi+_a psi+_b psi_b psi_a>.
W: 3x3 matrix of the valence pair function sum_ij W_ij p_i(1) p_j(2);
antisymmetric for 3P, symmetric and traceless for 1D.
v, pair_v: valence density and valence on-top pair density.
F2: Slater integral F^2(2p,2p).  Energies in hartree, lengths in bohr.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.constants import physical_constants
from pyscf import gto
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]

# ---------- common orbitals: restricted Hartree-Fock for 2p^2 3P ----------
basis = [b for b in gto.basis.load("cc-pvqz", "C") if b[0] < 2]
mol = gto.M(atom="C 0 0 0", basis={"C": basis}, spin=2, verbose=0)
kinetic = mol.intor("int1e_kin")
h_ao = kinetic + mol.intor("int1e_nuc")
overlap = mol.intor("int1e_ovlp")
eri = mol.intor("int2e", aosym="s1")
labels = mol.ao_labels(fmt=None)
s_idx = [i for i, l in enumerate(labels) if l[2].endswith("s")]
p_idx = [[i for i, l in enumerate(labels)
          if l[2].endswith("p") and l[3] == axis] for axis in "xyz"]


def coulomb_exchange(D):
    return (np.einsum("pqrs,rs->pq", eri, D),
            np.einsum("prsq,rs->pq", eri, D))


nao = len(labels)
D_core = np.zeros((nao, nao))
D_open = np.zeros((nao, nao))
for iteration in range(500):
    Jc, Kc = coulomb_exchange(D_core)
    Jp, Kp = coulomb_exchange(D_open)
    fock_s = h_ao + Jc + Jp - 0.5 * (Kc + Kp)
    fock_p = h_ao + Jc - 0.5 * Kc + 0.75 * (Jp - Kp)
    ss, xx = np.ix_(s_idx, s_idx), np.ix_(p_idx[0], p_idx[0])
    e_s, c_s = eigh(fock_s[ss], overlap[ss])
    e_p, c_p = eigh(fock_p[xx], overlap[xx])
    C = np.zeros((nao, 5))
    C[s_idx, :2] = c_s[:, :2]
    for k in range(3):
        C[p_idx[k], 2 + k] = c_p[:, 0]
    new_core = 2 * C[:, :2] @ C[:, :2].T
    new_open = 2 / 3 * C[:, 2:] @ C[:, 2:].T
    change = max(abs(new_core - D_core).max(), abs(new_open - D_open).max())
    mix = 1.0 if iteration == 0 else 0.6
    D_core = D_core + mix * (new_core - D_core)
    D_open = D_open + mix * (new_open - D_open)
    if change < 1e-10:
        break
assert change < 1e-10
Jc, Kc = coulomb_exchange(D_core)
Jp, Kp = coulomb_exchange(D_open)
E_scf = (np.sum(h_ao * (D_core + D_open))
         + 0.5 * np.sum(D_core * (Jc - 0.5 * Kc))
         + np.sum(D_open * (Jc - 0.5 * Kc))
         + 0.375 * np.sum(D_open * (Jp - Kp)))
T_scf = np.sum(kinetic * (D_core + D_open))
virial = -(E_scf - T_scf) / T_scf
assert abs(virial - 2) < 1e-3      # finite basis: only nearly 2
h_mo = C.T @ h_ao @ C
eri_mo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C, optimize=True)

# ---------- components of the two terms ----------
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1


def sym(i, j):
    W = np.zeros((3, 3))
    W[i, j] = W[j, i] = 1 / np.sqrt(2)
    return W


P = levi / np.sqrt(2)
comp = {
    "3P z (=M0)": P[2], "3P x": P[0], "3P M1": -(P[0] + 1j * P[1]) / 2**0.5,
    "1D z2 (=M0)": np.diag([-1, -1, 2]) / 6**0.5,
    "1D x2": np.diag([2, -1, -1]) / 6**0.5,
    "1D x2-y2": np.diag([1, -1, 0]) / 2**0.5,
    "1D xy": sym(0, 1), "1D xz": sym(0, 2), "1D yz": sym(1, 2),
    "1D M1": -(sym(0, 2) + 1j * sym(1, 2)) / 2**0.5,
    "1D M2": (np.diag([1, -1, 0]) / 2**0.5 + 1j * sym(0, 1)) / 2**0.5,
}


def valence_dm(W):
    return 2 * np.real(W @ W.conj().T)


# ---------- Fock space of ten spin orbitals (definition side) ----------
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.diags([1.0, -1.0])
annih = []
for m in range(10):
    op = sp.identity(1, format="csr")
    for q in range(10):
        factor = parity if q < m else lower if q == m else sp.identity(2)
        op = sp.kron(op, factor, format="csr")
    annih.append(op)                     # index 2*orbital + spin
create = [a.T.tocsr() for a in annih]
excite = [[create[2*i] @ annih[2*j] + create[2*i+1] @ annih[2*j+1]
           for j in range(5)] for i in range(5)]
L_ops = [sum(-1j * levi[k, i, j] * excite[i+2][j+2]
             for i in range(3) for j in range(3) if levi[k, i, j] != 0)
         for k in range(3)]
core_vec = np.zeros(1024, complex)
core_vec[0] = 1
for m in range(4):
    core_vec = create[m] @ core_vec


def fock_state(W, high_spin=False):
    out = np.zeros(1024, complex)
    for i in range(3):
        for j in range(3):
            second = 2*(j+2) + (0 if high_spin else 1)
            out += W[i, j] * (create[2*(i+2)] @ (create[second] @ core_vec))
    return out / (2**0.5 if high_spin else 1)


def energy_from_hamiltonian(vec):
    X = np.array([[excite[i][j] @ vec for j in range(5)] for i in range(5)])
    g1 = np.einsum("x,psx->ps", vec.conj(), X)
    g2 = np.einsum("qpx,rsx->pqrs", X.conj(), X, optimize=True)
    g2 = g2 - np.einsum("qr,ps->pqrs", np.eye(5), g1)
    return np.real(np.sum(h_mo * g1) + 0.5 * np.sum(eri_mo * g2))


def orbitals_at(points):
    return mol.eval_gto("GTOval_sph", np.atleast_2d(points)) @ C


def density_and_pair(vec, phi):
    up = sum(phi[i] * (annih[2*i] @ vec) for i in range(5))
    down = sum(phi[i] * (annih[2*i+1] @ vec) for i in range(5))
    both = sum(phi[i] * (annih[2*i+1] @ up) for i in range(5))
    return (np.vdot(up, up).real + np.vdot(down, down).real,
            np.vdot(both, both).real)


test_phi = orbitals_at(np.random.default_rng(4).normal(size=(4, 3)))
E_ci = {}
for name, W in comp.items():
    L = 1 if name.startswith("3P") else 2
    vectors = [fock_state(W)] + ([fock_state(W, True)] if L == 1 else [])
    for vec in vectors:
        assert abs(np.vdot(vec, vec) - 1) < 1e-12
        L2vec = sum(op @ (op @ vec) for op in L_ops)
        assert np.allclose(L2vec, L * (L + 1) * vec, atol=1e-12)
        for phi in test_phi:
            rho, pair = density_and_pair(vec, phi)
            c, p = 2 * np.sum(phi[:2]**2), phi[2:]
            v = p @ valence_dm(W) @ p
            pair_v = abs(p @ W @ p)**2
            assert abs(rho - c - v) < 1e-11 * max(1, rho)
            assert abs(1 - 4*pair/rho**2 - (v*v - 4*pair_v)/rho**2) < 1e-10
        value = energy_from_hamiltonian(vec)
        assert abs(value - E_ci.setdefault(name, value)) < 1e-9
E_P, E_D = E_ci["3P z (=M0)"], E_ci["1D xy"]
for name, value in E_ci.items():
    assert abs(value - (E_P if name.startswith("3P") else E_D)) < 1e-8
assert abs(E_P - E_scf) < 1e-7
Lz = L_ops[2]
for name, M in [("3P M1", 1), ("1D M1", 1), ("1D M2", 2)]:
    vec = fock_state(comp[name])
    assert np.allclose(Lz @ vec, M * vec, atol=1e-12)

# ---------- Slater integral by radial quadrature ----------
r = np.linspace(1e-6, 25, 20001)
R2 = 4*np.pi/3 * orbitals_at(np.c_[r, 0*r, 0*r])[:, 2]**2
inner = cumulative_trapezoid(R2 * r**4, r, initial=0)
F2 = 2 * trapezoid(R2 / r * inner, r)
assert abs(E_D - E_P - 6*F2/25) < 1e-5

# ---------- integration grid: one octant, all fields are even ----------
x, wx = np.polynomial.legendre.leggauss(75)
rad, w_rad = 0.8*(1+x)/(1-x), wx*1.6/(1-x)**2
keep = rad < 25
rad, w_rad = rad[keep], (w_rad * rad**2)[keep]
u, wu = np.polynomial.legendre.leggauss(44)
u, wu = (u + 1)/2, wu/2
ct, ph = np.meshgrid(u, u*np.pi/2, indexing="ij")
st = np.sqrt(1 - ct**2)
dirs = np.stack([st*np.cos(ph), st*np.sin(ph), ct], -1).reshape(-1, 3)
w_ang = 8 * np.pi/2 * np.outer(wu, wu).ravel()
coords = (rad[:, None, None] * dirs[None]).reshape(-1, 3)
weights = np.outer(w_rad, w_ang).ravel()
phi4 = mol.eval_gto("GTOval_sph_deriv1", coords) @ C
p_grid = phi4[0][:, 2:]


def rho_grad(D):
    t = phi4[0] @ D
    return np.array([np.sum(t*phi4[0], 1)]
                    + [2*np.sum(t*phi4[k], 1) for k in (1, 2, 3)])


def xc_energy(code, up, down):
    rho = up[0] + down[0]
    arg = (up[0], down[0]) if code.startswith("lda") else (up, down)
    return np.sum(weights*rho*libxc.eval_xc(code, arg, spin=1, deriv=0)[0])


def full_dm(Dv):
    D = np.diag([2.0, 2.0, 0, 0, 0])
    D[2:, 2:] = Dv
    return D


def translated(Dv, pair_v):
    D = full_dm(Dv)
    rho = rho_grad(D)
    assert abs(np.sum(weights*rho[0]) - 6) < 1e-5
    v = np.sum((p_grid @ Dv) * p_grid, 1)
    zeta = np.sqrt(np.maximum(v*v - 4*pair_v, 0)) / rho[0]
    zeta = np.minimum(zeta, 1)
    up, down = rho*(1+zeta)/2, rho*(1-zeta)/2
    hartree = 0.5*np.einsum("pqrs,pq,rs->", eri_mo, D, D, optimize=True)
    one = np.sum(h_mo*D)
    lda, pbe = (xc_energy(c, up, down) for c in ("lda,vwn", "pbe,pbe"))
    return dict(J=hartree, xl=lda, xp=pbe, L=one+hartree+lda,
                G=one+hartree+pbe, one=one)


def pair_on_grid(W):
    return abs(np.sum((p_grid @ W) * p_grid, 1))**2


res = {n: translated(valence_dm(W), pair_on_grid(W)) for n, W in comp.items()}
pz, p1, dz, dxy, d1, d2 = ("3P z (=M0)", "3P M1", "1D z2 (=M0)", "1D xy",
                           "1D M1", "1D M2")
assert np.ptp([q["one"] for q in res.values()]) < 1e-9

# rotated copies must agree: this measures the angular quadrature error
grid_error = max(abs(res[a][k] - res[b][k]) for k in "LG" for a, b in
                 [(pz, "3P x"), (dz, "1D x2"), (dxy, "1D x2-y2"),
                  (dxy, "1D xz"), (dxy, "1D yz")])
assert grid_error < 5e-5     # kink of zeta^2 at R=1 limits the quadrature

# limits of the translation
pbe_shift = {}
for name in (pz, p1):
    vec = fock_state(comp[name], True)
    dms = [np.array([[np.vdot(annih[2*i+s] @ vec, annih[2*j+s] @ vec).real
                      for j in range(5)] for i in range(5)]) for s in (0, 1)]
    up, down = rho_grad(dms[0]), rho_grad(dms[1])
    assert abs(xc_energy("lda,vwn", up, down) - res[name]["xl"]) < 1e-6
    pbe_shift[name] = res[name]["xp"] - xc_energy("pbe,pbe", up, down)
    assert abs(pbe_shift[name]) > 1e-5
rho = rho_grad(full_dm(valence_dm(comp[d2])))
closed = np.sum(weights*rho[0]*libxc.eval_xc("pbe,pbe", rho, spin=0,
                                             deriv=0)[0])
assert abs(closed - res[d2]["xp"]) < 1e-6

# equal densities, different on-top pair densities
for name in (dxy, d2):
    assert np.allclose(valence_dm(comp[name]), valence_dm(comp[pz]))
assert np.allclose(valence_dm(comp[p1]), valence_dm(comp[d1]))
for k in "LG":
    assert res[pz][k] < res[dxy][k] < res[d2][k]

# term-averaged density and pair density: real and complex sets agree
sets = {
    "3P": ([P[0], P[1], P[2]], [P[2], comp[p1], comp[p1].conj()]),
    "1D": ([comp[n] for n in (dz, "1D x2-y2", dxy, "1D xz", "1D yz")],
           [comp[dz], comp[d1], comp[d1].conj(), comp[d2], comp[d2].conj()])}
for term, (real_set, complex_set) in sets.items():
    Dv, Dv2 = (np.mean([valence_dm(W) for W in s], 0)
               for s in (real_set, complex_set))
    pr, pr2 = (np.mean([pair_on_grid(W) for W in s], 0)
               for s in (real_set, complex_set))
    assert np.allclose(Dv, Dv2) and np.allclose(pr, pr2, atol=1e-13)
    res[term + " averaged"] = translated(Dv, pr)
J_sph = res["3P averaged"]["J"]
for name, a in [(pz, -2/3), (p1, 1/3), (dz, 2/3), (dxy, -2/3),
                (d1, 1/3), (d2, -2/3)]:
    assert abs(res[name]["J"] - J_sph - 9*a*a*F2/50) < 1e-5

# solid-angle fraction with R > 1
n = 600
t = (np.arange(n) + 0.5)/n
ct, ph = np.meshgrid(t, t*np.pi/2, indexing="ij")
st = np.sqrt(1 - ct**2)
nn = np.stack([st*np.cos(ph), st*np.sin(ph), ct], -1).reshape(-1, 3)
g = np.sqrt(6)
fractions = {
    dxy: 0.5,
    dz: 1 - np.sqrt((g+1)/(3*(g-1))) + np.sqrt((g-1)/(3*(g+1))),
    d1: np.sqrt((7+np.sqrt(32))/17) - np.sqrt((7-np.sqrt(32))/17)}
for name, exact in fractions.items():
    W = comp[name]
    half_v = np.sum(abs(nn @ W)**2, 1)
    count = np.mean(abs(np.sum((nn @ W)*nn, 1))**2 > half_v**2)
    assert abs(count - exact) < 4e-3     # counting error of a finite grid

# ---------- splittings ----------
groups = {"3P complex": [pz, p1], "1D real": [dz, dxy],
          "1D complex": [dz, d1, d2]}


def spread(names, key):
    return np.ptp([res[q][key] for q in names])


real_P = max(abs(res[pz][k] - res["3P x"][k]) for k in "LG")
for k in "LG":
    assert spread(groups["3P complex"], k) > 5*real_P
    assert spread(groups["1D complex"], k) > 5*grid_error

# ---------- output ----------
print("Carbon, s and p functions of cc-pVQZ; energies in hartree")
print(f"3P Hartree-Fock energy {E_scf:.6f}; virial ratio {virial:.6f}")
print(f"orbital energies 1s {e_s[0]:.5f}, 2s {e_s[1]:.5f}, 2p {e_p[0]:.5f}")
print(f"F2(2p,2p) = {F2:.6f}; 3F2/50 = {3*F2/50:.6f}")
print(f"wavefunction energies: 3P {E_P:.6f}, 1D {E_D:.6f}")
print(f"wavefunction gap 6F2/25 = {E_D-E_P:.6f} = {(E_D-E_P)*EV:.4f} eV")
print("Samples at r = 1.2 bohr (rho in bohr^-3, Pi in bohr^-6):")
for tag, d in [("along x  ", [1, 0, 0]), ("along x=y", [0.5**.5, 0.5**.5, 0])]:
    phi = orbitals_at(1.2*np.array(d))[0]
    for name in (pz, dxy, d2):
        ro, pi = density_and_pair(fock_state(comp[name]), phi)
        ratio = 4*pi/ro**2
        z = np.sqrt(max(0, 1-ratio)) if abs(1-ratio) > 1e-12 else 0.0
        print(f" {tag} {name:11s} rho {ro:.5f} Pi {pi:.6f} "
              f"R {ratio:.4f} zeta {z:.4f}")
print("Solid-angle fraction with R>1: "
      + ", ".join(f"{k} {q:.4f}" for k, q in fractions.items()))
print(f"one-electron energy, all components: {res[pz]['one']:.5f}")
print("component: Hartree | on-top tLSDA, tPBE | total tLSDA, tPBE")
for name in (pz, p1, dz, dxy, d1, d2, "3P averaged", "1D averaged"):
    q = res[name]
    print(f" {name:12s} {q['J']:.5f} | {q['xl']:.5f} {q['xp']:.5f} | "
          f"{q['L']:.5f} {q['G']:.5f}")
print(f"largest difference of rotated copies {grid_error:.1e} hartree")
print(f"3P real set: largest spread {real_P:.1e} hartree")
for k, x, label in [("L", "xl", "tLSDA"), ("G", "xp", "tPBE")]:
    print(f"{label} splittings (max-min):")
    for title, names in groups.items():
        s = spread(names, k)
        print(f" {title:11s} {s:.5f} hartree = {s*EV:.3f} eV")
    for a, b in [(p1, pz), (dz, dxy), (d1, d2), (d2, dxy)]:
        print(f" {a} minus {b}: Hartree {res[a]['J']-res[b]['J']:+.5f}, "
              f"on-top {res[a][x]-res[b][x]:+.5f}, "
              f"total {res[a][k]-res[b][k]:+.5f} hartree")
    for title, ps, ds in [("real", [pz], [dz, dxy]),
                          ("complex", [pz, p1], [dz, d1, d2])]:
        gaps = [res[d][k]-res[p][k] for p in ps for d in ds]
        print(f" 1D-3P gap, {title}: {min(gaps)*EV:.3f} to "
              f"{max(gaps)*EV:.3f} eV")
    gap = res["1D averaged"][k] - res["3P averaged"][k]
    print(f" 1D-3P gap, averaged variables: {gap*EV:.3f} eV")
print(f"tPBE minus high-spin PBE: 3P M0 {pbe_shift[pz]:+.5f}, "
      f"M1 {pbe_shift[p1]:+.5f} hartree")
print("PASS")
```

Output:

```
Carbon, s and p functions of cc-pVQZ; energies in hartree
3P Hartree-Fock energy -37.688234; virial ratio 2.000002
orbital energies 1s -11.32540, 2s -0.70550, 2p -0.43315
F2(2p,2p) = 0.243400; 3F2/50 = 0.014604
wavefunction energies: 3P -37.688234, 1D -37.629818
wavefunction gap 6F2/25 = 0.058416 = 1.5896 eV
Samples at r = 1.2 bohr (rho in bohr^-3, Pi in bohr^-6):
 along x   3P z (=M0)  rho 0.16099 Pi 0.004569 R 0.7051 zeta 0.5430
 along x   1D xy       rho 0.16099 Pi 0.004569 R 0.7051 zeta 0.5430
 along x   1D M2       rho 0.16099 Pi 0.006480 R 1.0000 zeta 0.0000
 along x=y 3P z (=M0)  rho 0.16099 Pi 0.004569 R 0.7051 zeta 0.5430
 along x=y 1D xy       rho 0.16099 Pi 0.008390 R 1.2949 zeta 0.0000
 along x=y 1D M2       rho 0.16099 Pi 0.006480 R 1.0000 zeta 0.0000
Solid-angle fraction with R>1: 1D xy 0.5000, 1D z2 (=M0) 0.4836, 1D M1 0.5818
one-electron energy, all components: -50.44839
component: Hartree | on-top tLSDA, tPBE | total tLSDA, tPBE
 3P z (=M0)   17.82423 | -4.83764 -5.16709 | -37.46180 -37.79124
 3P M1        17.80963 | -4.82330 -5.15121 | -37.46206 -37.78996
 1D z2 (=M0)  17.82423 | -4.80336 -5.13096 | -37.42752 -37.75511
 1D xy        17.82423 | -4.80295 -5.13071 | -37.42710 -37.75486
 1D M1        17.80963 | -4.78737 -5.11341 | -37.42613 -37.75217
 1D M2        17.82423 | -4.78689 -5.11391 | -37.41104 -37.73806
 3P averaged  17.80476 | -4.81894 -5.14643 | -37.46256 -37.79005
 1D averaged  17.80476 | -4.77386 -5.09898 | -37.41748 -37.74261
largest difference of rotated copies 2.6e-05 hartree
3P real set: largest spread 0.0e+00 hartree
tLSDA splittings (max-min):
 3P complex  0.00026 hartree = 0.007 eV
 1D real     0.00041 hartree = 0.011 eV
 1D complex  0.01647 hartree = 0.448 eV
 3P M1 minus 3P z (=M0): Hartree -0.01460, on-top +0.01434, total -0.00026 hartree
 1D z2 (=M0) minus 1D xy: Hartree +0.00000, on-top -0.00041, total -0.00041 hartree
 1D M1 minus 1D M2: Hartree -0.01460, on-top -0.00048, total -0.01509 hartree
 1D M2 minus 1D xy: Hartree +0.00000, on-top +0.01606, total +0.01606 hartree
 1D-3P gap, real: 0.933 to 0.944 eV
 1D-3P gap, complex: 0.933 to 1.388 eV
 1D-3P gap, averaged variables: 1.227 eV
tPBE splittings (max-min):
 3P complex  0.00128 hartree = 0.035 eV
 1D real     0.00025 hartree = 0.007 eV
 1D complex  0.01705 hartree = 0.464 eV
 3P M1 minus 3P z (=M0): Hartree -0.01460, on-top +0.01588, total +0.00128 hartree
 1D z2 (=M0) minus 1D xy: Hartree +0.00000, on-top -0.00025, total -0.00025 hartree
 1D M1 minus 1D M2: Hartree -0.01460, on-top +0.00050, total -0.01411 hartree
 1D M2 minus 1D xy: Hartree +0.00000, on-top +0.01680, total +0.01680 hartree
 1D-3P gap, real: 0.983 to 0.990 eV
 1D-3P gap, complex: 0.948 to 1.447 eV
 1D-3P gap, averaged variables: 1.291 eV
tPBE minus high-spin PBE: 3P M0 +0.00146, M1 -0.00041 hartree
PASS
```
